# How Burkatzki-Filippi-Dolg pseudopotentials remove the nuclear cusp: test program

```python
"""
Result under test (Hartree atomic units):
  W(r) = -Z/r + Z exp(-a r^2)/r + a Z r exp(-b r^2)
has neither a 1/r nor a linear term at r = 0; its first term is
Z a (a/2 - b) r^3.  An orbital r^l f(r) Y_lm, f = 1 + c1 r + c2 r^2 + ...,
then has c1 = c3 = 0 and c5 = Z a (a/2 - b) / (5 (l + 3)).
With the bare tail c1 = -Z/(l+1); with only the first added term
c1 = 0 but c3 = -Z a / (3 (l + 2)).
Z: core charge; a, b: Gaussian exponents; l: angular momentum.
The example is the carbon Burkatzki-Filippi-Dolg (BFD) potential.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import sparse
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.constants import physical_constants
from pyscf import gto, scf
from pyscf.data import elements

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- symbolic expansion of the potential from its definition ----
r_, a_, b_, Z_ = sp.symbols("r a b Z", positive=True)
r_times_W = (-Z_ + Z_ * sp.exp(-a_ * r_**2)
             + a_ * Z_ * r_**2 * sp.exp(-b_ * r_**2))
expansion = sp.expand(sp.series(r_times_W, r_, 0, 8).removeO())
w = {k - 1: sp.expand(expansion.coeff(r_, k)) for k in range(8)}
assert all(w[k] == 0 for k in (-1, 0, 1, 2, 4, 6))
assert sp.simplify(w[3] - Z_ * a_ * (a_ / 2 - b_)) == 0
assert sp.simplify(w[5] - Z_ * a_ * (b_**2 / 2 - a_**2 / 6)) == 0
assert sp.simplify(w[5].subs(b_, a_ / 2) + Z_ * a_**3 / 24) == 0

# ---- library potentials: is the linear prefactor really a*Z? ----
def read_bfd(symbol):
    """Return Z, a, linear prefactor, b, local and s-channel Gaussians."""
    n_core, channels = gto.basis.load_ecp("bfd", symbol)
    terms = {channel[0]: channel[1] for channel in channels}
    local = terms[-1]          # list index n means r^(n-2)
    a, coulomb = local[1][0][:2]
    b, linear = local[3][0][:2]
    charge = elements.charge(symbol) - n_core
    assert abs(coulomb - charge) < 1e-8
    return charge, a, linear, b, local[2], terms[0][2]

tested = ["C", "N", "O", "F", "Si"]
mismatch = 0.0
for symbol in tested:
    Zs, exponent, linear, _, _, _ = read_bfd(symbol)
    mismatch = max(mismatch, abs(linear - exponent * Zs))
assert mismatch < 1e-6         # tables are rounded to 8 decimals

Z, a, linear_c, b, gauss_local, gauss_s = read_bfd("C")

def potential(r, l, first, second, exp=np.exp):
    """Channel potential; the two added terms can be switched off."""
    v = -Z / r
    if first:
        v = v + Z * exp(-a * r * r) / r
    if second:
        v = v + a * Z * r * exp(-b * r * r)
    for term in gauss_local:
        v = v + term[1] * exp(-term[0] * r * r)
    if l == 0:
        for term in gauss_s:
            v = v + term[1] * exp(-term[0] * r * r)
    return v

# ---- lowest one-electron energies by Chebyshev collocation ----
def lowest_energy(l, first, second, box=10.0, n=70):
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c *= (-1.0) ** k
    dx = x[:, None] - x[None, :]
    D = np.outer(c, 1 / c) / (dx + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    D2 = (D @ D)[1:-1, 1:-1] * (2 / box) ** 2
    r = (x[1:-1] + 1) * box / 2
    v = potential(r, l, first, second) + l * (l + 1) / (2 * r * r)
    return np.linalg.eigvals(-0.5 * D2 + np.diag(v)).real.min()

energy = {l: lowest_energy(l, True, True) for l in (0, 1)}

# Independent energies: PySCF integrals in an even-tempered basis.
gauss_energy = {}
for l in (0, 1):
    basis = [[l, [0.08 * 1.8**i, 1.0]] for i in range(13)]
    mol = gto.M(atom="C 0 0 0", charge=3, spin=1, ecp="bfd",
                basis={"C": basis}, verbose=0)
    levels = eigh(scf.hf.get_hcore(mol), mol.intor("int1e_ovlp"),
                  eigvals_only=True)
    gauss_energy[l] = levels[0]
    assert -1e-6 < gauss_energy[l] - energy[l] < 1e-4

# ---- power coefficients of f(r), using the full exponentials ----
mp.mp.dps = 50

def orbital_coefficients(l, E, first, second, n=30):
    """Polynomial collocation on 0 < r < 0.4 bohr, with f(0) = 1."""
    length = mp.mpf("0.4")
    A, rhs = mp.matrix(n, n), mp.matrix(n, 1)
    for i in range(n):
        t = (1 - mp.cos(mp.pi * (i + mp.mpf(1) / 2) / n)) / 2
        r = length * t
        q = 2 * r * r * (potential(r, l, first, second, mp.exp) - E)
        rhs[i] = q
        for k in range(1, n + 1):
            A[i, k - 1] = (k * (k - 1) + 2 * (l + 1) * k - q) * t**k
    solution = mp.lu_solve(A, rhs)
    return [1.0] + [float(solution[k - 1] / length**k)
                    for k in range(1, 7)]

v3 = Z * a * (a / 2 - b)
coef = {}
for l in (0, 1):
    E = mp.mpf(float(energy[l]))
    bare = orbital_coefficients(l, E, False, False)
    one = orbital_coefficients(l, E, True, False)
    both = orbital_coefficients(l, E, True, True)
    coef[l] = (bare, one, both)
    assert abs(bare[1] + Z / (l + 1)) < 1e-8
    assert abs(one[1]) < 1e-8
    assert abs(one[3] + Z * a / (3 * (l + 2))) < 1e-7
    # The tabulated prefactor is not used here; a*Z is exact.
    assert abs(both[1]) < 1e-8 and abs(both[3]) < 1e-7
    assert abs(both[5] - v3 / (5 * (l + 3))) < 1e-6

# The odd coefficients must not depend on the energy.
shifted = orbital_coefficients(0, mp.mpf(1), True, True)
assert abs(shifted[5] - coef[0][2][5]) < 1e-6
assert abs(shifted[2] - coef[0][2][2]) > 0.1

# ---- two electrons, s waves only, repulsion 1/max(r1, r2) ----
step, n_grid = 0.04, 149
grid = step * np.arange(1, n_grid + 1)
column = 24                   # second electron at r2 = 1 bohr

def two_electron_slope(added):
    """d ln(Psi)/d r1 at r1 = 0 for fixed r2."""
    off = np.full(n_grid - 1, -0.5 / step**2)
    diagonal = 1 / step**2 + potential(grid, 0, added, added)
    h1 = sparse.diags([off, diagonal, off], [-1, 0, 1], format="csc")
    e1 = np.linalg.eigvalsh(h1.toarray())[0]
    one = sparse.identity(n_grid, format="csc")
    repulsion = 1 / np.maximum.outer(grid, grid)
    H = (sparse.kron(h1, one) + sparse.kron(one, h1)
         + sparse.diags(repulsion.ravel())).tocsc()
    # Positive repulsion makes 2*e1 a lower bound on the spectrum.
    _, vec = eigsh(H, k=1, sigma=2 * e1 - 0.1, which="LM",
                   v0=np.ones(n_grid**2))
    u = vec[:, 0].reshape(n_grid, n_grid)[:, column]
    g = np.log(np.abs(u[:3] / grid[:3]))
    return (-2.5 * g[0] + 4 * g[1] - 1.5 * g[2]) / step

slope_bare = two_electron_slope(False)
slope_bfd = two_electron_slope(True)
# Tolerances cover the grid error, of order step^2 and step^3.
assert abs(slope_bare + Z) < 0.1
assert abs(slope_bfd) < 0.05

# ---- return to the Coulomb tail ----
def local_W(r):
    return (-Z / r + Z * np.exp(-a * r * r) / r
            + a * Z * r * np.exp(-b * r * r))

assert abs(local_W(2.5) + Z / 2.5) < 1e-8

# ---- printed results ----
print("Elements checked for prefactor = a*Z:", " ".join(tested))
print(f"Largest mismatch of prefactor: {mismatch:.1e} hartree/bohr")
print(f"Carbon core charge Z: {Z:d}")
print(f"Exponent a: {a:.6f} bohr^-2")
print(f"Exponent b: {b:.6f} bohr^-2")
print(f"Tabulated linear prefactor: {linear_c:.6f} hartree/bohr")
print(f"Product a*Z: {a * Z:.6f} hartree/bohr")
print(f"r^3 coefficient of W: {v3:.5f} hartree/bohr^3")
for name, terms in (("local", gauss_local), ("s-channel", gauss_s)):
    for term in terms:
        print(f"Other {name} Gaussian: {term[1]:.6f} hartree, "
              f"exponent {term[0]:.6f} bohr^-2")
print(f"s-channel potential at r=0: "
      f"{sum(t[1] for t in gauss_local + gauss_s):.5f} hartree")
print("r (bohr) | -Z/r | first term added | both added (hartree)")
for r in (0.001, 0.1, 0.3, 0.5, 1.0, 2.0):
    cut = -Z / r + Z * np.exp(-a * r * r) / r
    print(f"{r:.3f} | {-Z / r:.5f} | {cut:.5f} | {local_W(r):.5f}")
for l, name in ((0, "s"), (1, "p")):
    print(f"C3+ lowest {name} energy: {energy[l]:.6f} hartree "
          f"= {energy[l] * HARTREE_EV:.3f} eV")
    print(f"  same, Gaussian basis: {gauss_energy[l]:.6f} hartree")
    bare, one, both = coef[l]
    print(f"  {name} bare tail: c1 = {bare[1]:.6f} bohr^-1")
    print(f"  {name} first term: |c1| < 1e-8 bohr^-1: {abs(one[1]) < 1e-8}")
    print(f"  {name} first term: c3 = {one[3]:.6f} bohr^-3")
    print(f"  {name} both terms: |c1| < 1e-8 bohr^-1: {abs(both[1]) < 1e-8}")
    print(f"  {name} both terms: |c3| < 1e-7 bohr^-3: {abs(both[3]) < 1e-7}")
    print(f"  {name} both terms: c2 = {both[2]:.6f} bohr^-2")
    print(f"  {name} both terms: c5 = {both[5]:.6f} bohr^-5")
print(f"Two-electron model: grid step {step:.2f} bohr, "
      f"r2 = {grid[column]:.2f} bohr")
print(f"  log slope at r1=0, bare tail: {slope_bare:.3f} bohr^-1")
print(f"  log slope at r1=0, both terms: {slope_bfd:.3f} bohr^-1")
print("OK")
```

Running it gives:

```
Elements checked for prefactor = a*Z: C N O F Si
Largest mismatch of prefactor: 2.0e-08 hartree/bohr
Carbon core charge Z: 4
Exponent a: 8.359738 bohr^-2
Exponent b: 4.483619 bohr^-2
Tabulated linear prefactor: 33.438953 hartree/bohr
Product a*Z: 33.438953 hartree/bohr
r^3 coefficient of W: -10.15707 hartree/bohr^3
Other local Gaussian: -19.175373 hartree, exponent 3.938313 bohr^-2
Other s-channel Gaussian: 22.551642 hartree, exponent 5.029916 bohr^-2
s-channel potential at r=0: 3.37627 hartree
r (bohr) | -Z/r | first term added | both added (hartree)
0.001 | -4000.00000 | -0.03344 | -0.00000
0.100 | -40.00000 | -3.20794 | -0.01066
0.300 | -13.33333 | -7.05006 | -0.34929
0.500 | -8.00000 | -7.01044 | -1.56014
1.000 | -4.00000 | -3.99906 | -3.62146
2.000 | -2.00000 | -2.00000 | -2.00000
C3+ lowest s energy: -2.368825 hartree = -64.459 eV
  same, Gaussian basis: -2.368824 hartree
  s bare tail: c1 = -4.000000 bohr^-1
  s first term: |c1| < 1e-8 bohr^-1: True
  s first term: c3 = -5.573159 bohr^-3
  s both terms: |c1| < 1e-8 bohr^-1: True
  s both terms: |c3| < 1e-7 bohr^-3: True
  s both terms: c2 = 1.915031 bohr^-2
  s both terms: c5 = -0.677138 bohr^-5
C3+ lowest p energy: -2.064820 hartree = -56.187 eV
  same, Gaussian basis: -2.064819 hartree
  p bare tail: c1 = -2.000000 bohr^-1
  p first term: |c1| < 1e-8 bohr^-1: True
  p first term: c3 = -3.715439 bohr^-3
  p both terms: |c1| < 1e-8 bohr^-1: True
  p both terms: |c3| < 1e-7 bohr^-3: True
  p both terms: c2 = -3.422111 bohr^-2
  p both terms: c5 = -0.507854 bohr^-5
Two-electron model: grid step 0.04 bohr, r2 = 1.00 bohr
  log slope at r1=0, bare tail: -3.991 bohr^-1
  log slope at r1=0, both terms: 0.017 bohr^-1
OK
```
